# Choosing Supercells by Hermite Forms and Nearest-Image Distance

## What a poor supercell costs

A point defect in a periodic calculation is surrounded by copies of itself. If the supercell is made by repeating the primitive cell \(n_1\times n_2\times n_3\) times, its size may be adequate while its shape is poor. Take a face-centred cubic (fcc) lattice with cubic edge \(a=10\) bohr and a supercell of 30 primitive cells. Repeating the usual primitive cell, whose edges are \(a/\sqrt2\) long, puts the nearest copy at best 14.14 bohr away. Another supercell with the same volume and the same number of atoms puts it 21.21 bohr away.

The separation matters in elasticity. In linear elasticity a point force gives a displacement falling as \(1/r\). A defect exerting no net force acts at leading order as a force dipole, whose displacement falls as \(1/r^2\) and whose strain falls as \(1/r^3\). The interaction of two such defects in a fixed relative direction therefore falls as \(1/r^3\). Its coefficient depends on direction and can vanish: for two centres of pure dilatation in an isotropic medium it is zero in every direction. A charged defect adds a Coulomb interaction falling only as \(1/r\). The greatest nearest-image distance is therefore a geometric criterion, not a proof of the smallest total image energy.

The task is to find, at fixed cell count \(n\), the supercell with the greatest distance, without omitting a candidate or examining equivalent ones repeatedly.

## Two primitive cells, by hand

Vectors are rows. The primitive vectors are

\[
\mathbf a_1=\tfrac a2(0,1,1),\quad
\mathbf a_2=\tfrac a2(1,0,1),\quad
\mathbf a_3=\tfrac a2(1,1,0),
\]

and they form the rows of a matrix \(A\). An integer matrix \(M\) gives the supercell vectors as the rows of \(MA\). Its volume is \(|\det M|\) times the primitive volume \(V_0=|\det A|\), so \(n=|\det M|\).

Infinitely many matrices have \(n=2\), because adding one supercell vector to another changes the matrix but not the superlattice. Such row operations bring each matrix to an upper triangular form. For \(n=2\) the diagonal is \((2,1,1)\), \((1,2,1)\) or \((1,1,2)\), and each entry above a diagonal element can be reduced to a remainder modulo that element:

\[
\begin{pmatrix}2&0&0\\0&1&0\\0&0&1\end{pmatrix},\quad
\begin{pmatrix}1&q&0\\0&2&0\\0&0&1\end{pmatrix},\quad
\begin{pmatrix}1&0&r\\0&1&t\\0&0&2\end{pmatrix},
\]

with \(q,r,t\in\{0,1\}\). This makes \(1+2+4=7\) superlattices.

A parent vector \(m_1\mathbf a_1+m_2\mathbf a_2+m_3\mathbf a_3\) belongs to one of them when a certain sum of the \(m_i\) is even. The first form requires \(m_1\) even. The second requires \(m_2\) even for \(q=0\), and \(m_1+m_2\) even for \(q=1\). The third requires \(rm_1+tm_2+m_3\) even. Write each rule as \(\mathbf c\cdot\mathbf m\) even; then \(\mathbf c\) runs through the seven nonzero triples of zeros and ones.

Some of the seven differ only by a symmetry operation. Cyclic permutation of the Cartesian axes permutes the \(\mathbf a_i\), so it connects \(\mathbf c=100,010,001\), and likewise \(110,101,011\). The mirror \(x\to-x\) gives

\[
\mathbf a_1\to\mathbf a_1,\quad
\mathbf a_2\to\mathbf a_1-\mathbf a_3,\quad
\mathbf a_3\to\mathbf a_1-\mathbf a_2,
\qquad
R=\begin{pmatrix}1&0&0\\1&0&-1\\1&-1&0\end{pmatrix}.
\]

Apply it to \(H=\mathrm{diag}(2,1,1)\). The rows of \(HR\) are \((2,0,0)\), \((1,0,-1)\), \((1,-1,0)\). Keep \((1,0,-1)\) as the first row. Subtracting it twice from \((2,0,0)\) leaves \((0,0,2)\), and subtracting it once from \((1,-1,0)\) leaves \((0,-1,1)\), which becomes \((0,1,-1)\) after a sign change. Adding \((0,0,2)\) to the two rows ending in \(-1\) gives

\[
\begin{pmatrix}1&0&1\\0&1&1\\0&0&2\end{pmatrix},
\]

the form with \(\mathbf c=111\). Hence \(100,010,001,111\) are equivalent.

The two families are distinct. The shortest parent vectors are \(\pm\mathbf a_i\) and \(\pm(\mathbf a_i-\mathbf a_j)\), six opposite pairs of length \(a/\sqrt2\). The rule \(m_1\) even keeps three pairs: \(\mathbf a_2\), \(\mathbf a_3\) and \(\mathbf a_2-\mathbf a_3\). The rule \(m_1+m_2\) even keeps two: \(\mathbf a_3\) and \(\mathbf a_1-\mathbf a_2\). A symmetry operation cannot change this number.

Seven superlattices have become two candidates, both with nearest-image distance 7.07 bohr. At \(n=2\) shape brings no gain in distance. At \(n=4\) it does: the conventional cube reaches 10 bohr, while diagonal matrices reach 7.07 bohr.

## One matrix for each superlattice

For general \(n>0\), suppose \(M\) and \(M'\) generate the same superlattice. The rows of each are integer combinations of the rows of the other, so \(M'=UM\) and \(M=WM'\) with integer \(U,W\). Then \(M=WUM\), and since \(M\) is invertible, \(WU=1\). The integers \(\det W\) and \(\det U\) have product 1, so \(|\det U|=1\). Conversely, such a \(U\) has an integer inverse and leaves the superlattice unchanged.

Euclid's algorithm applied to the rows removes the entries below the diagonal. Changing row signs makes the diagonal positive, and subtracting lower rows reduces the entries above it. The result is the Hermite form

\[
H=\begin{pmatrix}p&q&r\\0&s&t\\0&0&u\end{pmatrix},
\qquad psu=n,\quad 0\le q<s,\quad 0\le r,t<u .
\]

It is unique. Express superlattice vectors by their integer coordinates \((m_1,m_2,m_3)\). From the triangular shape, \(p\) is the smallest positive \(m_1\) that occurs, \(s\) is the smallest positive \(m_2\) among vectors with \(m_1=0\), and \(u\) is the smallest positive \(m_3\) among vectors with \(m_1=m_2=0\). The superlattice thus fixes the diagonal. Two possible second rows differ by \((0,0,t-t')\), which must be a multiple of \((0,0,u)\); since \(|t-t'|<u\), \(t=t'\). Two possible first rows differ by \((0,q-q',r-r')\). Here \(q-q'\) is a multiple of \(s\) and smaller than \(s\) in magnitude, so it vanishes, and then \(r=r'\) by the previous argument.

For a given diagonal there are \(s\) choices of \(q\) and \(u\) choices each of \(r\) and \(t\). With \(e=su\), which divides \(n\), the total is

\[
N(n)=\sum_{psu=n}su^2
=\sum_{e|n}e\sum_{u|e}u
=\sum_{e|n}e\,\sigma(e),
\]

where \(\sigma(e)\) is the sum of the divisors of \(e\). For example, \(N(4)=1\cdot1+2\cdot3+4\cdot7=35\), and

\[
N(32)=1+6+28+120+496+2016=2667 .
\]

A test at \(n=2,3,4\) classified every matrix with entries from 0 to \(n\) and \(|\det M|=n\) by its superlattice points modulo \(n\). At \(n=4\), 145230 matrices reduced to the 35 listed superlattices.

## Removing equivalent superlattices

A point operation \(Q\) is an orthogonal matrix acting as \(\mathbf x\to\mathbf xQ\). If it maps the parent lattice onto itself, then \(AQ=RA\) with integer \(R\). Put \(G=AA^T\). Since \(QQ^T=1\),

\[
RGR^T=(RA)(RA)^T=AQQ^TA^T=G .
\]

Conversely, let an integer \(R\) satisfy \(RGR^T=G\), and define \(Q=A^{-1}RA\). Then

\[
QQ^T=A^{-1}RGR^T(A^{-1})^T=A^{-1}G(A^{-1})^T=1 .
\]

Taking determinants of \(RGR^T=G\) gives \(|\det R|=1\), so the lattice is mapped onto itself. Row \(i\) of \(R\) describes a parent vector as long as \(\mathbf a_i\), so the search for \(R\) is finite. For the fcc lattice it finds 48 operations.

The superlattice \(HA\) is carried to \(HAQ=HRA\), so its image is the Hermite form of \(HR\). The forms connected in this way make an orbit. Because \(Q\) preserves lengths, the nearest-image distance is constant on an orbit, and one representative is enough.

The number of orbits can be checked separately. A form is unchanged by \(R\) when \(HR=UH\) with integer \(U\), that is, when \(HRH^{-1}\) is an integer matrix. In a group of \(g\) operations, an orbit of \(b\) forms has \(g/b\) operations leaving each form unchanged. Each orbit thus contributes \(b(g/b)=g\) pairs of a form and an operation that fixes it. Dividing the number of such pairs by \(g\) gives the number of orbits. The two counts agreed for every \(n\) from 1 to 32.

For the distance alone, the point group of the lattice is enough, because the distance does not depend on the atoms inside the cell. If the discarded supercells are also to be physically equivalent to the one kept, the operations must belong to the crystal and must also carry the defect, with its site and orientation, onto itself or onto a copy displaced by a parent lattice vector. Even a vacancy can fail this condition, when an operation takes it to another site of the basis. A basis of atoms with lower symmetry permits fewer operations, but this need not leave more orbits: inversion maps every superlattice onto itself, so losing inversion alone splits none. A fractional translation attached to an operation helps to decide where the defect goes, but it does not affect the image of the superlattice: superlattice vectors are differences of positions, and the translation cancels in a difference.

## Finding the nearest image with certainty

The rows of a Hermite form can be long and nearly parallel, so the shortest row need not be the shortest superlattice vector. A volume argument limits the search.

Let \(d\) be the nearest-image distance. Balls of diameter \(d\) centred on the superlattice points do not overlap. There is one ball per volume \(nV_0\), hence

\[
\frac{\pi d^3}{6}\le nV_0,
\qquad
d\le\rho=\left(\frac{6nV_0}{\pi}\right)^{1/3}.
\]

For a parent vector \(\mathbf x=\mathbf mA\), \(m_i\) is the scalar product of \(\mathbf x\) with column \(i\) of \(A^{-1}\). If \(|\mathbf x|\le\rho\), the Cauchy–Schwarz inequality gives

\[
|m_i|\le\rho\,\bigl|\text{column }i\text{ of }A^{-1}\bigr| .
\]

This leaves a finite list of parent vectors, which is sorted by length. A vector belongs to the superlattice when \(\mathbf m=\mathbf zH\) for integer \(\mathbf z\). Reading this equation column by column gives

\[
z_1=\frac{m_1}{p},\qquad
z_2=\frac{m_2-qz_1}{s},\qquad
z_3=\frac{m_3-rz_1-tz_2}{u}.
\]

All three must be integers. The first nonzero vector in the sorted list that passes has length \(d\).

The complete procedure for a given crystal and \(n\) is:

1. List the Hermite forms.
2. Find the integer matrices \(R\) of the lattice's point group, or only those that also preserve the crystal and the defect, as described above, if physical equivalence is required, and keep one form per orbit.
3. List the parent vectors up to \(\rho\) and find \(d\) for each representative.
4. Select the greatest \(d\). Among ties, prefer fewer nearest images.
5. Make the chosen basis compact: add to any row, or subtract from it, one of the other rows, or both with independently chosen signs, whenever this shortens it. Repeat until no row can be shortened. Trying only one row at a time can stop too early.

The last step keeps the superlattice because it uses reversible row operations. It ends because each change shortens a row and only finitely many lattice vectors lie below a given length. For the representatives at \(n=27,30,32\), the shortest row of the reduced basis agreed with \(d\) from the sorted list. The same test passed for all forms at \(n=12\) on a triclinic lattice.

## Thirty cells of the fcc lattice

Here \(V_0=a^3/4=250\) bohr³, and the search radius is

\[
\rho=\left(\frac{6\times30\times250}{\pi}\right)^{1/3}\text{ bohr}
=24.29\text{ bohr}.
\]

It contains 224 nonzero parent vectors. There are 2821 Hermite forms in 158 orbits, and a single orbit attains the greatest distance. Its representative and a compact matrix for the same superlattice are

\[
H=\begin{pmatrix}1&0&6\\0&1&10\\0&0&30\end{pmatrix},
\qquad
M=\begin{pmatrix}2&-1&2\\-3&2&2\\0&-3&0\end{pmatrix}.
\]

Membership in \(H\) means that \(m_3-6m_1-10m_2\) is divisible by 30. For the rows of \(M\) this expression is \(2-12+10=0\), \(2+18-20=0\) and \(0-0+30=30\). Also \(\det M=2\times6+2\times9=30\), so the rows generate the whole superlattice and not a sparser part of it.

In units of \(a/2=5\) bohr the three rows are the Cartesian vectors

\[
(1,4,1),\qquad(4,-1,-1),\qquad(-3,0,-3).
\]

Each has squared length 18, so \(d=5\sqrt{18}\) bohr \(=21.21\) bohr, or 11.23 Å. The sum of the last two, \((1,-1,-4)\), has the same length. These four vectors and their negatives are the eight nearest images.

## A larger cell can have a shorter distance

In units of \(a/2\), an fcc vector has integer components \(i,j,l\) with an even sum. Since \(i^2\) and \(i\) are both even or both odd, \(i^2+j^2+l^2\) is also even. Calling it \(2k\),

\[
d^2=\frac{a^2}{4}\,2k=\frac{k a^2}{2},\qquad k\text{ a positive integer}.
\]

Distances therefore change in steps, while the volume grows steadily. The packing bound grows as \(n^{1/3}\), but the greatest attained distance need not rise with every added cell. In the range up to \(n=32\) it falls on going from \(n-1\) to \(n\) at \(n=9,17,28\) and 31.

| \(n\) | orbits | greatest \(d\) (bohr) | best diagonal \(d\) (bohr) |
|---:|---:|---:|---:|
| 16 | 58 | 17.32 | 14.14 |
| 27 | 75 | 21.21 | 21.21 |
| 28 | 123 | 18.71 | 14.14 |
| 30 | 158 | 21.21 | 14.14 |
| 31 | 55 | 18.71 | 7.07 |
| 32 | 177 | 20.00 | 14.14 |

At \(n=27\) the \(3\times3\times3\) repetition is already optimal. At \(n=31\), a prime number, a diagonal matrix must leave two primitive vectors unrepeated, so its distance stays at \(a/\sqrt2\).

The doubled conventional cube has \(n=32\) and \(d=2a=20\) bohr. No other superlattice at that index has a greater distance, but seven orbits tie. The cube has six nearest images, whereas the selected cell has two. The cell with \(n=27\) is smaller than either and still has a greater distance. If the cell count is free within a budget, the search for the greatest distance should cover all \(n\) up to the budget. This ranks distances only. Long-range image energies sum over all images and also depend on the volume, so they can favour the larger cell. For a unit point charge in a neutralising background, without screening, the Madelung energy is \(-4.585/(2\times30)=-0.0764\) hartree at \(n=27\) and \(-2.837/(2\times20)=-0.0709\) hartree for the cube. A cell of greatest distance can also have low symmetry: the best orbit at \(n=30\) has 24 members, so each keeps only the identity and inversion.

## What strain does to the choice

Let a homogeneous deformation change \(\mathbf x\) to \(\mathbf xF\), and let \(\sigma_{\min}\) and \(\sigma_{\max}\) be the smallest and largest singular values of \(F\). Every vector satisfies \(\sigma_{\min}|\mathbf x|\le|\mathbf xF|\le\sigma_{\max}|\mathbf x|\). The shortest deformed vector comes from some \(\mathbf x\) with \(|\mathbf x|\ge d\), which gives the lower bound below. The deformed image of the original shortest vector gives the upper one:

\[
\sigma_{\min}d\le d'\le\sigma_{\max}d .
\]

Take the shear \(\varepsilon_{xy}=\gamma=0.02\), with \(F_{xy}=F_{yx}=\gamma\) and unit diagonal. Then

\[
\begin{aligned}
|\mathbf xF|^2&=(x+\gamma y)^2+(y+\gamma x)^2+z^2\\
&=|\mathbf x|^2+4\gamma xy+\gamma^2(x^2+y^2).
\end{aligned}
\]

The smallest and largest stretches are 0.98 and 1.02. At \(n=30\) the best orbit has \(k=9\), and every other orbit has \(k\le8\), hence \(d\le20\) bohr. After the shear the former keeps at least \(0.98\times21.21=20.79\) bohr, while the latter reach at most \(1.02\times20=20.40\) bohr. The strained optimum must therefore lie in the old best orbit.

Its 24 members are no longer equivalent. For the representative above, the products \(xy\) of the four shortest vectors are \(4,-4,0,-1\). The value \(-4\) belongs to \((4,-1,-1)\), and in units of \(a/2\)

\[
|\mathbf xF|^2=18-0.32+0.0004\times17=17.6868,
\]

so \(d'=21.03\) bohr. Another member has shortest vectors \((3,0,-3)\), \((1,1,4)\), \((-1,-4,1)\) and \((4,1,1)\), with products \(0,1,4,4\). Its smallest squared length is \(18+0.0004\times9=18.0036\), so \(d'=21.22\) bohr. Vectors outside these four have squared length at least 20 before the shear and at least \(0.98^2\times20=19.2\) after it, so they do not interfere. Over the whole orbit \(d'\) runs from 20.79 to 21.22 bohr.

Keeping only the representative above from this orbit would give 21.03 bohr and miss the optimum. The strained lattice has 8 point operations instead of 48, and reduction with these leaves 784 orbits at \(n=30\). That search finds 21.22 bohr. The loss is under one per cent here, but the old reduction is no longer justified.

For a series of strains, each cell should be judged by its smallest distance over the series, and one integer matrix should be kept throughout. Another matrix with the same Hermite form leaves the images where they are, but it can change the points of a k-point mesh laid out along the supercell vectors. A change of superlattice would in general change the arrangement of images as well. Either change would be mixed into the energy differences. With shears of both signs, the second member loses its advantage: reversing \(\gamma\) turns its products into \(0,-1,-4,-4\), and \(d'\) becomes 21.03 bohr. The first representative gives 21.03 bohr for either sign. The two cells are then equally good by this criterion.

The remaining counts and matrices are in the numerical output below.

## Values computed for the example and the checks

```
cubic edge a = 10.0 bohr; primitive volume = 250.0 bohr^3
point operations of the fcc lattice = 48
n=2: 4488 box matrices -> 7 lattices
n=3: 25182 box matrices -> 13 lattices
n=4: 145230 box matrices -> 35 lattices
greatest k (d^2 = k a^2/2), dimensionless:
  n=1..8: 1 1 1 2 2 3 3 4
  n=9..16: 3 3 3 4 5 5 5 6
  n=17..24: 5 5 6 7 7 7 7 7
  n=25..32: 7 7 9 7 7 9 7 8
n where greatest d is below that of n-1: 9 17 28 31
n, Hermite forms, orbits, tied orbits, d/bohr, diagonal d/bohr
   2     7    2   2   7.0711   7.0711
   4    35    7   2  10.0000   7.0711
   8   155   20   1  14.1421  14.1421
  16   651   58   1  17.3205  14.1421
  24  2015  144   8  18.7083  14.1421
  27  1210   75   2  21.2132  21.2132
  28  1995  123  11  18.7083  14.1421
  30  2821  158   1  21.2132  14.1421
  31   993   55   7  18.7083   7.0711
  32  2667  177   7  20.0000  14.1421
n=27 Hermite winner: [[1, 1, 3], [0, 3, 0], [0, 0, 9]]
n=27 compact matrix: [[0, 3, 0], [1, -2, 3], [-2, -2, 3]]
n=27 row lengths (bohr): 21.2132 21.2132 21.2132
n=27 nearest images = 12; d = 11.2255 angstrom
n=30 Hermite winner: [[1, 0, 6], [0, 1, 10], [0, 0, 30]]
n=30 compact matrix: [[2, -1, 2], [-3, 2, 2], [0, -3, 0]]
n=30 row lengths (bohr): 21.2132 21.2132 21.2132
n=30 nearest images = 8; d = 11.2255 angstrom
n=32 Hermite winner: [[1, 0, 3], [0, 1, 12], [0, 0, 32]]
n=32 compact matrix: [[2, 2, -2], [2, -3, 2], [-3, 1, 3]]
n=32 row lengths (bohr): 20.0000 21.2132 22.3607
n=32 nearest images = 2; d = 10.5835 angstrom
n=30 search radius = 24.2859 bohr; parent vectors = 224
doubled cube matrix: [[-2, 2, 2], [2, -2, 2], [2, 2, -2]]
doubled cube: d = 20.0000 bohr, nearest images = 6
shear strain = 0.02; stretches = 0.9800 to 1.0200
strained point operations = 8; orbits at n=30 = 784
n=30 winner orbit: 24 members, strained d = 20.7889 to 21.2153 bohr
strained d of unstrained winner = 21.0278 bohr
best strained d, old representatives = 21.0278 bohr
best strained d, correct reduction = 21.2153 bohr
best strained compact matrix: [[-3, 0, 3], [2, 2, -1], [-1, 2, -3]]
```
